Electron-mediated coupling of two phosphorus nuclei in silicon below the singlet-triplet crossing

In Kane's architecture each qubit is the nuclear spin of a phosphorus donor in silicon. Gates above the donors (A gates) tune the hyperfine constants, and gates between them (J gates) tune the exchange of the donor electrons. The nuclei are too far apart to act on each other appreciably by themselves. This problem derives the coupling that the electrons carry between them.

Each donor binds one electron. The electron spins are S₁ and S₂, the nuclear spins I₁ and I₂, all equal to 1/2 and dimensionless. In atomic units (ħ = 1) the spin Hamiltonian is H = H₀ + V, with

H₀ = E_Z(S₁z + S₂z) − E_n(I₁z + I₂z) + J S₁·S₂,

V = A₁ S₁·I₁ + A₂ S₂·I₂.

E_Z and E_n are the positive electron and nuclear Zeeman splittings. Their signs differ because the electron moment is opposite to its spin, whereas that of ³¹P is along its spin. J > 0 is the singlet-triplet splitting, and A₁, A₂ > 0 are the contact hyperfine constants. Each electron is taken to touch its own nucleus only. Arrows ↑↓ denote electrons and ⇑⇓ nuclei.

**(a) Find the electron levels of H₀. When is the spin-polarized state the ground state?**

From S₁·S₂ = ½[(S₁+S₂)² − 3/2], the exchange energy is J/4 in the triplet and −3J/4 in the singlet. With

T₀ = (↑↓ + ↓↑)/√2,  S = (↑↓ − ↓↑)/√2,  T₋ = ↓↓,  T₊ = ↑↑,

the electron energies are

E(T₋) = −E_Z + J/4,  E(T₀) = J/4,  E(T₊) = E_Z + J/4,  E(S) = −3J/4.

T₀ and T₊ lie above T₋ by E_Z and 2E_Z. The singlet lies above it by E_Z − J. Hence T₋ is the ground state for J < E_Z, and the singlet crosses it at J = E_Z. What follows holds below this crossing.

**(b) What does V do to T₋?**

With S± = Sx ± iSy and I± = Ix ± iIy,

S·I = SzIz + ½(S₊I₋ + S₋I₊).

In T₋ both electrons have Sz = −½, so the first part gives the first-order operator

⟨T₋|V|T₋⟩ = −½(A₁I₁z + A₂I₂z).

This is an effective field on each nucleus separately; it does not couple them. The term with S₋ vanishes on ↓↓. The remaining term raises one electron and lowers its nucleus:

½(A₁I₁₋ |↑↓⟩ + A₂I₂₋ |↓↑⟩).

The states on the right are not eigenstates of the exchange. Inserting ↑↓ = (T₀ + S)/√2 and ↓↑ = (T₀ − S)/√2 gives

|T₀⟩ (A₁I₁₋ + A₂I₂₋)/(2√2) + |S⟩ (A₁I₁₋ − A₂I₂₋)/(2√2).

In each channel both nuclei can drive the same electron transition, and this links them. Because of the relative minus sign in the singlet channel, the two links have opposite signs. As part (c) shows, they cancel unless exchange gives the channels different energies.

**(c) Derive the effective nuclear Hamiltonian to second order.**

A virtual flip lifts the electrons and also turns one nucleus from ⇑ to ⇓, which costs E_n. The energy denominators are therefore

Δ_T = E_Z + E_n,  Δ_S = E_Z + E_n − J.

Perturbation theory requires A₁, A₂ ≪ Δ_S. The second-order term conserves the number of raised nuclei. The nuclear states it connects thus have the same energy under H₀, and the denominators are unambiguous. Since I₊ is the adjoint of I₋,

H₂ = −(1/8Δ_T)(A₁I₁₊ + A₂I₂₊)(A₁I₁₋ + A₂I₂₋) − (1/8Δ_S)(A₁I₁₊ − A₂I₂₊)(A₁I₁₋ − A₂I₂₋).

The products on one nucleus follow from

I₊I₋ = Ix² + Iy² − i[Ix, Iy] = ½ + Iz.

They have the same sign in both channels and add up to

−(1/8)(1/Δ_T + 1/Δ_S) Σᵢ Aᵢ²(½ + Iᵢz).

The products on different nuclei have opposite signs in the two channels:

(A₁A₂/8)(1/Δ_S − 1/Δ_T)(I₁₊I₂₋ + I₂₊I₁₋).

Finally I₁₊I₂₋ + I₂₊I₁₋ = 2(I₁xI₂x + I₁yI₂y). Collecting all terms,

H_eff = −E_Z + J/4 − E_n(I₁z + I₂z) − ½ΣAᵢIᵢz − (1/8)(1/Δ_T + 1/Δ_S)ΣAᵢ²(½ + Iᵢz) + K(I₁xI₂x + I₁yI₂y),

K = (A₁A₂/4)(1/Δ_S − 1/Δ_T) = A₁A₂J/(4Δ_SΔ_T).

The last form uses Δ_T − Δ_S = J.

The first omitted terms are cubic in A. This was tested on the full 16×16 Hamiltonian with E_Z = 1, E_n = 0.0006, J = 0.5, A₁ = 0.01 and A₂ = 0.007. Its four lowest states define an exact 4×4 nuclear Hamiltonian. When both A are halved, the largest deviation of any element of H_eff falls by a factor 8.14, close to 2³.

**(d) Interpret K, examine weak exchange, and recover Kane's expression.**

To this order the coupling is of XY type: it exchanges ⇑⇓ and ⇓⇑ but contains no I₁zI₂z. Let t₀ and s be the nuclear triplet and singlet combinations of these two states. For equal A their energies are shifted by +K/2 and −K/2, so K is their splitting and s lies lower.

At J = 0 the two channels cancel and K = 0, as it must be for two independent donors. For J ≪ E_Z,

K ≈ A₁A₂J/(4Δ_T²),

which is linear in the exchange. Near the crossing Δ_S is small, the singlet channel dominates and K grows as 1/Δ_S.

Kane's form uses Pauli matrices, with terms aσₑ·σₙ, jσ₁·σ₂ and μ_B B σz. Because σ = 2S, this means A = 4a, J = 4j and E_Z = 2μ_B B. With equal donors and E_n neglected,

K = (16a²/4)[1/(2μ_B B − 4j) − 1/(2μ_B B)] = 2a²[1/(μ_B B − 2j) − 1/(μ_B B)].

In this notation the crossing is at j = μ_B B/2.

**(e) For equal A, find the splitting without perturbation theory. What happens at the crossing?**

H conserves the total projection M of all four spins. For M = −1 one spin of the four is up, so there are four states: T₋t₀, T₋s, T₀t₋ and S t₋, where t₋ = ⇓⇓. For A₁ = A₂ = A, H is also unchanged when both donors are interchanged, electron and nucleus together. T₋t₀ and T₀t₋ are even under this operation; T₋s and S t₋ are odd. The problem separates into two 2×2 blocks.

The SzIz terms have no diagonal elements here. In T₋ they give −½A(I₁z + I₂z), which vanishes on t₀ and s. With t₋ they give −½A(S₁z + S₂z), which vanishes on T₀ and S. For the off-diagonal elements,

(I₁₋ + I₂₋)t₀ = √2 t₋,  (I₁₋ − I₂₋)s = √2 t₋.

Multiplied by A/(2√2) from part (b), both become A/2. Measured from E(T₋), each block has diagonal elements 0 and Δ, with Δ = Δ_T (even) or Δ_S (odd). Its lower eigenvalue is

λ(Δ) = ½[Δ − √(Δ² + A²)].

The splitting between the t₀-like and s-like states is therefore

K_exact = λ(Δ_T) − λ(Δ_S) = ½[√(Δ_S² + A²) − Δ_S − √(Δ_T² + A²) + Δ_T].

For A ≪ Δ the root gives λ = −A²/(4Δ) + A⁴/(16Δ³) − …, hence

K_exact = K − (A⁴/16)(1/Δ_S³ − 1/Δ_T³) + … .

The leading term confirms part (c). Dividing the correction by K gives the relative excess of the second-order result:

(A²/4)[1/Δ_S² + 1/(Δ_SΔ_T) + 1/Δ_T²].

The states T₋s and S t₋ cross at Δ_S = 0, that is at J = E_Z + E_n, slightly above the electron crossing J = E_Z because of the nuclear Zeeman energy. There the formula for K diverges, whereas

K_exact ≈ A/2 − A²/(4Δ_T).

The splitting remains finite, but its meaning has changed. The odd eigenstates are now equal mixtures of T₋s and S t₋, so the electrons no longer stay polarized and a purely nuclear Hamiltonian does not describe the low levels.

**(f) Find the first I₁zI₂z term for equal A.**

A term J_zz I₁zI₂z contributes +J_zz/4 to t₊ = ⇑⇑ and to t₋, and −J_zz/4 to t₀ and s. In the combination

J_zz = E(t₊) + E(t₋) − E(t₀) − E(s)

constants, single-nucleus fields and the XY term cancel.

In second order E(t₊) contains −(A²/4)(1/Δ_T + 1/Δ_S), which is also the sum of the shifts of t₀ and s; E(t₋) has no such shift. So J_zz vanishes in that order. In third order t₀ and s do not contribute, because the expansion of λ has no A³ term. Nor does t₋: T₋t₋ is the single state with M = −2, and its energy is linear in A. This leaves t₊. From

(I₁₋ + I₂₋)t₊ = √2 t₀,  (I₁₋ − I₂₋)t₊ = −√2 s

the amplitudes from T₋t₊ to T₀t₀ and S s are +A/2 and −A/2. These two intermediate states are coupled by the SzIz terms. Since S₁z and S₂z turn S into +½T₀ and −½T₀, and I₁z and I₂z act likewise on s,

A(S₁zI₁z + S₂zI₂z) S s = (A/2) T₀t₀.

Their diagonal elements vanish, and V₀₀ = −A/2 for t₊. The third-order energy, Σ V₀ₖVₖₗVₗ₀/(ΔₖΔₗ) − V₀₀Σ|V₀ₖ|²/Δₖ², is

J_zz = −A³/(4Δ_TΔ_S) + (A³/8)(1/Δ_T² + 1/Δ_S²) = (A³/8)(1/Δ_S − 1/Δ_T)² = 2K²/A.

The ratio J_zz/K = 2K/A is small wherever the perturbation theory is good.

**(g) How do antiparallel nuclei evolve if the hyperfine constants differ?**

In H_eff the first-order field gives ⇑⇓ the energy −(A₁ − A₂)/4 and ⇓⇑ the opposite. The second-order shift acts on the raised nucleus, with A₁² or A₂². The energy of ⇑⇓ minus that of ⇓⇑ is therefore −δ, with

δ = (A₁ − A₂)/2 + (A₁² − A₂²)(1/Δ_T + 1/Δ_S)/8.

The XY term connects the two states with element K/2. The eigenvalues, relative to the mean, are ±½√(K² + δ²), and a nuclear pair prepared in ⇑⇓ is found in ⇓⇑ with probability

P(t) = [K²/(K² + δ²)] sin²(½√(K² + δ²) t).

For δ = 0 the populations are fully exchanged at t = π/K, or h/(2K) in ordinary units. The exchanged amplitudes also acquire a factor −i relative to ⇑⇑ and ⇓⇓, apart from phases of the single nuclei. The operation is therefore of iSWAP type: it can entangle the nuclei and is not a plain SWAP of their states. At δ = K at most half the population is transferred. The A gates can thus switch the exchange of populations off by detuning the donors, and the J gate can switch it on through K.

**(h) Evaluate the coupling for a silicon donor pair.**

Take donors 20 lattice constants apart along [100], that is 10.86 nm (108.6 angstrom), at 2 T and 0.1 K. Rough inputs are A = 4.9×10⁻⁷ eV, electron and nuclear g factors 2.0 and 2.3, relative permittivity ε = 11.7 and donor radius a* = 2.0 nm. The Zeeman splittings are E_Z = 2.315×10⁻⁴ eV and E_n = 1.45×10⁻⁷ eV.

J is computed from an isotropic effective-mass model. With mass m* and all Coulomb terms divided by ε, the donor pair is a hydrogen molecule in which lengths are multiplied by a* = ε/m* and energies by 1/(εa*), in atomic units. This energy unit is 0.0615 eV. At the scaled distance 10.86/2.0 = 5.43, full configuration interaction in the aug-cc-pVTZ basis gives a singlet-triplet splitting of 2.54×10⁻³, so

J ≈ 0.0615 eV × 2.54×10⁻³ ≈ 1.56×10⁻⁴ eV.

The smaller aug-cc-pVDZ basis gives a value 2 percent lower, and the larger aug-cc-pVQZ basis one 0.8 percent higher. Adding a third set of aug-cc-pVTZ hydrogen functions midway between the nuclei raises the value by 1.1 percent. The last two changes would raise the K found below by about 2.5 and 3.5 percent. With J/E_Z = 0.68 the pair is below the crossing. The gaps are Δ_T = 2.317×10⁻⁴ eV and Δ_S = 7.52×10⁻⁵ eV, so A/Δ_S = 0.0065. Then, in eV,

K = [(4.9×10⁻⁷)²/4] × 1.565×10⁻⁴/(7.52×10⁻⁵ × 2.317×10⁻⁴) = 5.4×10⁻¹⁰,

or K/h ≈ 130 kHz. Diagonalization of the spin Hamiltonian gives a splitting smaller by 1.5 parts in 10⁵, as the correction in part (e) predicts. The term J_zz is 1.2×10⁻¹² eV, about 0.2 percent of K.

A full exchange of populations takes h/(2K) = 3.8 μs. A difference A₁ − A₂ of 1.07×10⁻⁹ eV, or 0.22 percent of A, already makes δ = K and limits the transfer to one half. For these parameters the donors must be matched considerably better than that.

With A and the field fixed, ln K = ln J − ln(Δ_T − J) + constant, so

d ln K/d ln J = 1 + J/Δ_S = Δ_T/Δ_S = 3.1.

A one percent error in J thus changes K by about three percent. Moving closer to the crossing gives a faster swap but a larger amplification. At J/E_Z = 0.99 the second-order K is 2.41×10⁻⁸ eV against 2.39×10⁻⁸ eV from diagonalization. At 0.999, where Δ_S is smaller than A, it is 1.59×10⁻⁷ against 1.20×10⁻⁷ eV, too large by about a third.

**(i) Which neglected effects matter for this pair?**

Several are small. The thermal energy is 8.6×10⁻⁶ eV, and the electron population outside T₋ is 1.6×10⁻⁴. The direct nuclear dipolar energy, 7×10⁻¹⁷ eV, is about seven orders of magnitude below K. The electron dipolar energy, 1.7×10⁻¹⁰ eV, is comparable with K, but it acts on the electrons: it must be compared with Δ_S, of which it is about 2×10⁻⁶. The squared overlap of the two orbitals is 0.005, which suggests corrections to the hyperfine matrix elements of the order of one percent or less. In the hydrogenic model the contact element rises by about 0.35 percent in the triplet channel and falls by about 0.45 percent in the singlet channel; because K is a difference of the two channels, it drops by about 2 percent.

The value of J is far less secure. At the same separation and field, a* = 1.8 nm gives J/E_Z = 0.28, and K drops to about 1.0×10⁻¹⁰ eV. With a* = 2.2 nm the ratio is 1.35: the pair is beyond the crossing and the derivation does not apply.

The conduction band of silicon also has six valleys, at ±k₀ along the cubic axes. Neglecting the lattice-periodic parts, a donor orbital is an envelope times Σ_μ exp(ik_μ·r)/√6, with r measured from its donor. In the product of two orbitals separated by R = (X, Y, Z), terms from different valleys oscillate rapidly. The smooth terms carry the factor

(1/6)Σ_μ exp(−ik_μ·R) = (cos k₀X + cos k₀Y + cos k₀Z)/3.

In a Heitler–London estimate the exchange contains two such overlap factors, so for equal isotropic envelopes J is multiplied by

F = [(cos k₀X + cos k₀Y + cos k₀Z)/3]².

With k₀ roughly 0.85 × 2π per lattice constant, 20 lattice constants contain 17 full periods and F = 1. The chosen site is thus the most favourable case. With 0.84 in place of 0.85, F would be 0.59. If one donor moves to any of the 12 nearest sites of the same face-centred sublattice, F is 0.068 (with 0.85). J then lies between 0.9×10⁻⁵ and 1.3×10⁻⁵ eV, and K between 1.0×10⁻¹¹ and 1.6×10⁻¹¹ eV, some 35 to 55 times smaller than at the target.

These values of F hold for isotropic envelopes. In silicon the envelope belonging to each valley is shorter along that valley's own axis, so for a pair along [100] the two valleys at ±k₀ along x contribute little to the overlap. A rough overlap estimate with envelope radii of 2.5 nm across and 1.44 nm along the valley axis changes the picture. The four moves within the (100) plane leave J at about 0.6 of its target value, while for the other eight the overlap cancels almost completely. The exchange does not factorize into overlaps for such envelopes: a Heitler–London evaluation leaves about 1 to 1.5 percent of the target value at these sites, several times less than F suggests, with a reversed sign that this approximation cannot be trusted to fix. With 0.84 in place of 0.85, J at the target would fall by only about 6 percent. The target value itself also changes: with these radii the Heitler–London exchange at 10.86 nm is roughly 3×10⁻⁴ eV, about 1.4 E_Z, so at 2 T the pair would lie beyond the crossing and the derivation would not apply.

Set beside real phosphorus donors, the field, temperature, separation and hyperfine constant are in the range intended for this architecture. The donor model is cruder. Its binding energy, half the energy unit, is 0.031 eV, against roughly 0.045 eV for the real donor. The missing central-cell attraction makes the real orbital more compact, and the anisotropic mass makes its extent depend on direction. Nearby gates and the oxide interface deform it further. The figure of 130 kHz is therefore the result for J = 1.56×10⁻⁴ eV, not a prediction for an arbitrary pair at 10.86 nm. In a device J has to be measured and, where the gate has enough range, tuned for each pair. The relation between K, J, A and the field is much less affected, provided that A ≪ Δ_S and the electrons remain in T₋. The remaining values are in the numerical output.

Values computed for the example and the checks

```
magnetic field: 2.0 T; temperature: 0.1 K
hyperfine constant A (rough): 4.90e-07 eV
g electron, g nucleus (rough): 2.0, 2.3
relative permittivity (rough): 11.7
donor radius (rough): 2.0 nm
lattice constant (rough): 0.543 nm
separation: 10.86 nm = 108.6 angstrom
separation / donor radius: 5.43
donor energy unit: 0.0615 eV
H2 full-CI splitting, scaled units: 2.542e-03
exchange J, triple-zeta basis: 1.565e-04 eV
exchange J, double-zeta basis: 1.528e-04 eV
electron Zeeman splitting EZ: 2.3154e-04 eV
nuclear Zeeman splitting En: 1.450e-07 eV
J/EZ: 0.676
gap to T0: 2.3168e-04 eV
gap to S: 7.5225e-05 eV
A/gap to S: 6.51e-03
K second order: 5.3885e-10 eV = 130.3 kHz
K from diagonalization: 5.3885e-10 eV
relative excess of second order: 1.5e-05
Ising term, levels: 1.18e-12 eV
Ising term, 2K^2/A: 1.19e-12 eV
error ratio on halving A: 8.14
swap time: 3.84 microseconds
swap probability: 0.99998
A1-A2 for half transfer: 1.07e-09 eV
same, relative to A: 0.219 percent
half-transfer probability, full dynamics: 0.5000
d ln K/d ln J: 3.080
J/EZ, K second order (eV), K diagonalization (eV):
  0.250  8.629e-11  8.629e-11
  0.500  2.588e-10  2.588e-10
  0.750  7.753e-10  7.753e-10
  0.900  2.317e-09  2.317e-09
  0.990  2.414e-08  2.390e-08
  0.999  1.591e-07  1.205e-07
K at zero gap to S: 2.447e-07 eV; A/2: 2.450e-07 eV
thermal energy: 8.62e-06 eV
electron population outside T-: 1.6e-04
electron dipolar energy: 1.7e-10 eV
nuclear dipolar energy: 6.6e-17 eV
squared orbital overlap: 5.1e-03
J/EZ for donor radius 1.8 nm: 0.28
J/EZ for donor radius 2.2 nm: 1.35
valley position (rough): 0.85 x 2 pi/lattice
valley factor at target: 1.000
same, valley position 0.84: 0.592
valley factor, neighbour: 0.068
J, 12 neighbour sites: 8.5e-06 to 1.3e-05 eV
K, 12 neighbour sites: 9.9e-12 to 1.6e-11 eV
```
